\section*{Spin-orbit contact shielding of the proton in a model of HI, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The third-order term}

Ramsey's theory of nuclear shielding, built on the spin-free Schr\"odinger Hamiltonian, lets a closed-shell molecule respond to a magnetic field through orbital currents alone. The ground state is a spin singlet, the field creates no spin density, and the Fermi-contact interaction, which is the only coupling between the proton moment and the electron spin that survives the average over a spherical hydrogen $1s$ orbital, contributes exactly nothing. A relativistic correction belonging to the hydrogen atom itself would change the shielding by a relative amount of order $\alpha^2\approx5\times10^{-5}$, with $\alpha$ the fine-structure constant, and could be ignored. For a proton bonded to iodine this reasoning fails, because the bonding electrons also move near the iodine nucleus, where spin-orbit coupling is strong; averaged over an iodine valence $p$ orbital it is of the order of half an electronvolt. That coupling converts the orbital response into spin polarization, the bond carries the polarization to the hydrogen, and the contact interaction turns it into a field at the proton. In the model of HI treated here the missing term is about 15 ppm at leading order, more than the whole range of ordinary proton shifts, which is roughly 10 ppm.

Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$, so that the Bohr magneton is $\tfrac12$ and $\mu_0/4\pi=\alpha^2$. The light nucleus carries a magnetic moment $\boldsymbol\mu$, treated as a classical parameter, and the external field $\mathbf B$ is uniform. The shielding tensor is defined by the terms of the energy that are linear in both,
\begin{equation}
E=-\boldsymbol\mu\cdot\mathbf B+\sum_{uv}\mu_u\sigma_{uv}B_v,\qquad
\sigma_{uv}=\frac{\partial^2E_{\rm el}}{\partial\mu_u\,\partial B_v}\bigg|_{\mu=B=0},
\label{def}
\end{equation}
where $E_{\rm el}$ is the electronic ground-state energy. Writing $E=-\boldsymbol\mu\cdot(\mathbf B+\mathbf B^{\rm ind})$ shows that the electrons add the field $B^{\rm ind}_u=-\sum_v\sigma_{uv}B_v$, so a positive $\sigma$ means a field opposing $\mathbf B$ and a lower resonance frequency.

An electron has charge $-1$, so its kinetic energy is $\tfrac12(\mathbf p+\mathbf A)^2$. For the uniform field $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, which is divergence-free, so the linear term is $\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf l$ by cyclic permutation of the triple product. Summed over electrons this is the orbital Zeeman operator
\begin{equation}
H_B=\sum_vB_vZ_v,\qquad Z_v=\tfrac12L_v .
\end{equation}
The spin moment of the electron is $-(g/2)\mathbf s$ with $g=2.002319$, which gives the spin Zeeman operator $(g/2)\mathbf B\cdot\mathbf S$ and a coupling $(g/2)\,\mathbf s\cdot\nabla\times\mathbf A_\mu$ to the field of the nucleus, whose vector potential is $\mathbf A_\mu=\alpha^2\boldsymbol\mu\times\hat{\mathbf r}/r^2$ with $\mathbf r$ now measured from that nucleus.

The contact part of this coupling follows from averaging the nuclear field over a density $n(r)$ that is spherical about the nucleus. Let the nuclear moment be smeared over a small region, so that $\mathbf A_\mu$ is smooth. The identity $\nabla\times(n\mathbf A_\mu)=n\,\nabla\times\mathbf A_\mu+\nabla n\times\mathbf A_\mu$ integrates to zero over all space because $n$ vanishes at infinity, hence
\begin{equation}
\int n\,\nabla\times\mathbf A_\mu\,d^3r=\int\mathbf A_\mu\times\nabla n\,d^3r .
\end{equation}
On the right the smearing can be removed, since $1/r^2$ is integrable in three dimensions. With $\nabla n=n'(r)\hat{\mathbf r}$, the expansion $(\boldsymbol\mu\times\hat{\mathbf r})\times\hat{\mathbf r}=\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu$ and the angular average $\overline{\hat r_i\hat r_j}=\tfrac13\delta_{ij}$, the vector factor averages to $-\tfrac23\boldsymbol\mu$, and
\begin{equation}
\int n\,\nabla\times\mathbf A_\mu\,d^3r=-\tfrac23\alpha^2\boldsymbol\mu\int_0^\infty4\pi\,n'(r)\,dr=\frac{8\pi}{3}\alpha^2n(0)\,\boldsymbol\mu .
\end{equation}
The average depends on the density at the nucleus alone, as for a field $(8\pi/3)\alpha^2\boldsymbol\mu\,\delta(\mathbf r)$. Multiplying by $(g/2)\mathbf s$ gives the Fermi-contact operator
\begin{equation}
H_{\rm FC}=\sum_u\mu_uF_u,\qquad F_u=\kappa\sum_i\delta(\mathbf r_i-\mathbf R)\,s_u(i),\qquad\kappa=\frac{4\pi}{3}g\alpha^2=4.466348\times10^{-4},
\end{equation}
with $\mathbf R$ the position of the light nucleus. For a $1s$ function of unit exponent $n(0)=1/\pi$ and $(8\pi/3)n(0)=2.66667$ bohr$^{-3}$; direct quadrature of the curl of the smeared potential $\boldsymbol\mu\times\mathbf r/(r^2+\epsilon^2)^{3/2}$ with $\epsilon=10^{-4}$ bohr gives $2.66560$, lower by $4\times10^{-4}$ of the point value. The smearing multiplies $n'(r)$ in the radial integral by $r^3/(r^2+\epsilon^2)^{3/2}$, whose antiderivative is $(r^2+\epsilon^2)^{1/2}+\epsilon^2(r^2+\epsilon^2)^{-1/2}$, so that $\int_0^\infty[1-r^3/(r^2+\epsilon^2)^{3/2}]\,dr=2\epsilon$; with the cusp slope $n'(0)=-2n(0)$ the relative loss is $4\epsilon$. For a free hydrogen atom $\boldsymbol\mu=2\mu_p\mathbf I$, with $\mu_p$ the proton moment, the operator is $A\,\mathbf I\cdot\mathbf s$ with $A=2\mu_p\kappa/\pi$, and since $\mathbf I\cdot\mathbf s$ is $\tfrac14$ or $-\tfrac34$ the splitting equals $A$. It evaluates to $1.42$ GHz, in line with the measured size of roughly $1.4$ GHz. Away from the nucleus the field has the traceless form $\alpha^2[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu]/r^3$, whose spherical average is zero; it defines the spin-dipole operator. The orbital coupling $\mathbf A_\mu\cdot\mathbf p$ is the spin-free paramagnetic operator of Ramsey's theory, written $\sum_u\mu_uP_u$.

Spin-orbit coupling is taken in the Pauli form for an electron with potential energy $U$, the two-electron part being absorbed into $U$ as a mean field:
\begin{equation}
V=\sum_kV_k,\qquad V_k=\sum_ih_k(i)\,s_k(i),\qquad\mathbf h=\tfrac12\alpha^2\,\nabla U\times\mathbf p .
\end{equation}
For a central potential $\nabla U=U'(r)\hat{\mathbf r}$ and $\mathbf h=\tfrac12\alpha^2(U'/r)\,\mathbf l$, with $U'>0$ for an attractive centre. Only two properties of $\mathbf h$ enter the general result. It is Hermitian with purely imaginary matrix elements between real orbitals, like $\mathbf l$, because $\mathbf p=-i\nabla$; and it transforms as an axial vector.

Let $H_0$ be the spin-free Hamiltonian, with a non-degenerate singlet ground state $|0\rangle$ of energy $E_0$, and let $W$ be the total perturbation. Expanding $(H_0+W)|\psi\rangle=E|\psi\rangle$ in orders of $W$, with the corrections $|\psi^{(n)}\rangle$ orthogonal to $|0\rangle$, gives
\begin{align}
(H_0-E_0)|\psi^{(1)}\rangle&=-(W-E^{(1)})|0\rangle,\\
(H_0-E_0)|\psi^{(2)}\rangle&=-(W-E^{(1)})|\psi^{(1)}\rangle+E^{(2)}|0\rangle,
\end{align}
and projection of the $n$th-order equation on $\langle0|$ gives $E^{(n)}=\langle0|W|\psi^{(n-1)}\rangle$. The reduced resolvent
\begin{equation}
R=\sum_{n\neq0}\frac{|n\rangle\langle n|}{\Delta_n},\qquad\Delta_n=E_n-E_0>0,
\end{equation}
inverts $H_0-E_0$ on the space orthogonal to $|0\rangle$ and annihilates $|0\rangle$. Applying it yields $|\psi^{(1)}\rangle=-RW|0\rangle$ and $|\psi^{(2)}\rangle=-R(W-E^{(1)})|\psi^{(1)}\rangle=R(W-E^{(1)})RW|0\rangle$. With $\langle\cdots\rangle$ denoting the expectation value in $|0\rangle$,
\begin{equation}
E^{(2)}=-\langle WRW\rangle,\qquad E^{(3)}=+\langle WR(W-E^{(1)})RW\rangle .
\label{rs}
\end{equation}
The third-order energy carries a plus sign and two positive denominators, so when $E^{(1)}=0$ each term of the sum over states has the sign of its product of three matrix elements.

Take $W=\sum_vB_vZ_v+\sum_u\mu_uF_u+V$. The first-order energy vanishes term by term. In a basis of determinants built from real orbitals $H_0$ is a real symmetric matrix, so its non-degenerate eigenvector is real, while $L_v$ is an imaginary antisymmetric matrix; a real vector gives zero expectation value in an antisymmetric matrix, and $\langle Z_v\rangle=0$. For the spin-dependent operators consider any
\begin{equation}
O_k=\sum_io(i)\,s_k(i),\qquad[S_j,O_k]=i\sum_l\epsilon_{jkl}O_l,
\label{vec}
\end{equation}
with $o$ a spatial operator; the commutator follows from that of the one-electron spins. If $|\phi\rangle$ is any singlet, $S_j|\phi\rangle=0$ and $S_jO_k|\phi\rangle=i\sum_l\epsilon_{jkl}O_l|\phi\rangle$. Applying $S_j$ again and summing over $j$,
\begin{equation}
S^2O_k|\phi\rangle=-\sum_{jlm}\epsilon_{jkl}\epsilon_{jlm}O_m|\phi\rangle=+\sum_{jlm}\epsilon_{jlk}\epsilon_{jlm}O_m|\phi\rangle=2\,O_k|\phi\rangle,
\label{trip}
\end{equation}
using $\epsilon_{jkl}=-\epsilon_{jlk}$ and $\sum_{jl}\epsilon_{jlk}\epsilon_{jlm}=2\delta_{km}$. An eigenvalue $S(S+1)=2$ means $S=1$: an operator of the form $O_k$ turns a singlet into a pure triplet. Both $F_u$ and $V_k$ have this form, so $\langle F_u\rangle=\langle V\rangle=0$, and $E^{(1)}=0$.

The same fact explains the failure of the contact term without spin-orbit coupling. The part of $E^{(2)}$ bilinear in $\mu_u$ and $B_v$ is $-2\,\mathrm{Re}\langle F_uRZ_v\rangle$. The state $Z_v|0\rangle$ is a singlet because $L_v$ commutes with the spin, $R$ conserves spin because $H_0$ does, and $F_u|0\rangle$ is a triplet; the two are orthogonal. The spin Zeeman operator cannot replace $Z_v$, since $S_v|0\rangle=0$.

In $E^{(3)}=\langle WRWRW\rangle$ the terms containing each of $Z_v$, $F_u$ and $V$ once are the six orderings of the three operators. All operators are Hermitian, so $\langle ARBRC\rangle^*=\langle CRBRA\rangle$, and the six terms form three conjugate pairs, distinguished by the operator in the middle. Split $R$ into parts $R_S$ and $R_T$ that run over singlet and triplet states. Each intermediate state is reached from $|0\rangle$ or $\langle0|$ by one outer operator, which fixes its spin: singlet next to an outer $Z$, triplet next to an outer $F$ or $V$. Differentiating as in Eq.~\eqref{def},
\begin{equation}
\sigma^{\rm SO}_{uv}=2\,\mathrm{Re}\big[\langle F_uR_TVR_SZ_v\rangle+\langle F_uR_TZ_vR_TV\rangle+\langle VR_TF_uR_SZ_v\rangle\big].
\label{general}
\end{equation}
Each term contains two imaginary spatial operators, $l$ and $h$, and one real one, so nothing forces the real part to vanish. Equation~\eqref{general} holds for exact, correlated eigenstates of $H_0$ and to first order in $V$.

Only the component $V_u$ whose spin index matches that of $F_u$ contributes. A rotation of all spins by $\pi$ about the axis $u$ leaves $|0\rangle$, $R$, $Z_v$ and $F_u$ unchanged and reverses $s_k$ for $k\neq u$. An expectation value containing $F_u$ and $V_k$ with $k\ne u$ therefore equals its own negative. To this order $V$ may be replaced by $V_u$, the projection $s_u$ of each electron is then conserved by all three perturbations, and an electron with $s_u=m=\pm\tfrac12$ feels the spatial operator
\begin{equation}
\tfrac12B_vl_v+m\,h_u+m\,\kappa\mu_u\,\delta(\mathbf r-\mathbf R).
\label{eff}
\end{equation}
Spin-orbit coupling thus acts like an orbital magnetic field of opposite sign for the two spins. It adds to the external field for one spin and subtracts from it for the other, and the two spin densities are distorted unequally. The Hellmann--Feynman theorem, $\partial E/\partial\mu_u=\langle F_u\rangle$ in the state perturbed by $\mathbf B$ and $V$, states the same thing quantitatively:
\begin{equation}
\sigma^{\rm SO}_{uv}=\kappa\,\frac{\partial}{\partial B_v}\Big\langle\sum_i\delta(\mathbf r_i-\mathbf R)s_u(i)\Big\rangle_{B,V}.
\label{hf}
\end{equation}
The shielding is the field-induced spin density at the nucleus multiplied by $\kappa$.

The other operators linear in $\boldsymbol\mu$ or $\mathbf B$ must be examined at the same order. With the spin-free $P_u$ in place of $F_u$, the operator $V$ is the only one carrying spin. At an end of the product it creates a triplet that the two spin-free operators cannot return to the singlet; in the middle it stands between two singlets, where Eq.~\eqref{trip} makes it vanish. Ramsey's paramagnetic term therefore has no correction linear in $V$, and neither has the diamagnetic term, whose operator is spin-free as well. The spin Zeeman operator annihilates $|0\rangle$ and can only stand in the middle, where it contributes $g\,\mathrm{Re}\langle F_uRS_vRV\rangle$. It commutes with $R$, and Eq.~\eqref{vec} gives $S_vV_k|0\rangle=i\sum_l\epsilon_{vkl}\sum_ih_k(i)s_l(i)|0\rangle$. The rotation argument forces $l=u$, and the remaining quantity $C_k=\langle F_uR^2\sum_ih_k(i)s_u(i)\rangle$ is the same for every $u$, since a spin rotation carries one axis into another. The contribution is
\begin{equation}
\sigma^{\rm SZ}_{uv}=g\,\mathrm{Re}\Big[i\sum_k\epsilon_{vku}C_k\Big],
\label{sz}
\end{equation}
which is antisymmetric in $u$ and $v$. The $C_k$ are imaginary, because they contain one imaginary spatial operator, so this term is not zero in general, but an antisymmetric tensor drops out of $\sum\mu_u\sigma_{uv}B_v$ for $\boldsymbol\mu$ along $\mathbf B$ and out of the isotropic average. In a linear molecule of $C_{\infty v}$ symmetry it vanishes altogether. Spatial symmetry operations commute with the spin-free $H_0$ and leave a totally symmetric $|0\rangle$ and the delta function on the axis unchanged; a half turn about the molecular axis $z$ reverses $h_x$ and $h_y$, and a reflection in a plane containing the axis reverses the axial component $h_z$, so all three $C_k$ are zero.

To first order in the spin-orbit coupling, the contact shielding is given by Eq.~\eqref{general}, and the accompanying spin Zeeman term is antisymmetric and vanishes in a linear molecule. It remains to test the formula numerically, consider the operators left out, and reduce it to orbital integrals for a model of HI.

Numerical values quoted here were computed with a short program.
